\section*{Why ethylene adds to Si(001) despite the [2+2] symmetry rule}

\section{Definitions and conventions}

The clean Si(001) surface carries rows of Si dimers. Each dimer has a $\sigma$ bond and two dangling orbitals, which form a weak $\pi$ bond. Ethylene adds across the dimer and makes two Si--C $\sigma$ bonds. The addition is \emph{suprafacial} when each partner forms both new bonds on one face, and it is [2+2] because each supplies two $\pi$ electrons.

The model keeps four orbitals and four electrons: $a$ on the upper Si atom, $b$ on the lower one, and $c_1$, $c_2$ on the carbons, with $c_1$ near $b$ and $c_2$ near $a$ in the adduct. The orbitals are taken as orthogonal. The hopping elements are $-t_d$ in the dimer, $-t_c$ in ethylene and $-V_{ij}$ between Si atom $i$ and carbon $j$. The orbital energies are $-D/2$ for $a$, $+D/2$ for $b$ and zero for the carbons. A flat dimer has $D=0$. In a buckled dimer charge moves to the upper atom, so $D>0$.

Ethylene stays rigid and parallel to the dimer, at height $z$ and lateral offset $x$, positive toward the lower atom. The Si atoms are 0.23 nm apart, the carbons 0.14 nm. At distance $r$,
\begin{equation}
W=(3.5\ \mathrm{eV})\,e^{-(r-0.19\,\mathrm{nm})/(0.05\,\mathrm{nm})},\qquad V=W\,(z/r)^2 ,
\end{equation}
where the last factor describes the misalignment of the orbitals. With levels $\varepsilon_1\le\dots\le\varepsilon_4$,
\begin{equation}
E=2(\varepsilon_1+\varepsilon_2)-E_{\rm sep}+k\sum_{ij}W_{ij}^2 .
\end{equation}
The last term is Pauli repulsion. $E_{\rm sep}$ is the electronic energy of the separated partners \emph{with the same dimer shape}, so the elastic cost of changing that shape is left out. The parameters are $t_c=3.0$ eV, $t_d=0.4$ eV, $D=0.8$ eV when buckled, and $k=0.22\ \mathrm{eV}^{-1}$.

\section{The symmetry contribution: flat dimer, central approach}

At $x=0$ and $D=0$ a mirror plane exchanges $a\leftrightarrow b$ and $c_1\leftrightarrow c_2$. Let $s$ be the direct couplings ($b c_1$, $a c_2$) and $u$ the cross couplings ($b c_2$, $a c_1$). The even combinations $(a+b)/\sqrt2$, $(c_1+c_2)/\sqrt2$ and the odd ones $(b-a)/\sqrt2$, $(c_1-c_2)/\sqrt2$ do not mix:
\begin{equation}
H_{\rm even}=-\begin{pmatrix}t_d&s+u\\ s+u&t_c\end{pmatrix},\qquad
H_{\rm odd}=\begin{pmatrix}t_d&-(s-u)\\ -(s-u)&t_c\end{pmatrix}.
\end{equation}
With $M=(t_c+t_d)/2$, $m=(t_c-t_d)/2$, $P=\sqrt{m^2+(s+u)^2}$ and $Q=\sqrt{m^2+(s-u)^2}$, the levels are $-M\pm P$ (even) and $M\pm Q$ (odd). This is the correlation diagram, in eV:

\begin{center}
\begin{tabular}{lcccc}
$z$ (nm) & \multicolumn{4}{c}{levels (e even, o odd)}\\
0.600 & $-3.00$ e & $-0.40$ e & $0.40$ o & $3.00$ o\\
0.243 & $-3.54$ e & $0.14$ e & $0.14$ o & $3.26$ o\\
0.180 & $-5.94$ e & $-1.72$ o & $2.54$ e & $5.12$ o
\end{tabular}
\end{center}

The separated partners fill two even levels; the adduct fills one even and one odd. A filled and an empty level must therefore cross, which is what ``symmetry forbidden'' means here.

The energetic consequence is direct. Before the crossing both even levels are filled, and the coupling cancels from their sum:
\begin{equation}
2\left[(-M-P)+(-M+P)\right]=-4M=-2(t_c+t_d)=-6.8\ \mathrm{eV}.
\end{equation}
Bonding gains nothing, and only repulsion acts. The crossing occurs when $-M+P=M-Q$, that is $P+Q=2M$. Put $q=s^2+u^2$, so that $P^2+Q^2=2m^2+2q$. Squaring gives
\begin{equation}
PQ=2M^2-(m^2+q).
\end{equation}
The left side squared is
\begin{equation}
P^2Q^2=m^4+2m^2q+(s^2-u^2)^2=(m^2+q)^2-4s^2u^2 ,
\end{equation}
and the right side squared is $4M^4-4M^2(m^2+q)+(m^2+q)^2$. Cancelling $(m^2+q)^2$, dividing by $4M^2$ and using $M^2-m^2=t_ct_d$,
\begin{equation}
s^2+u^2-\frac{4s^2u^2}{(t_c+t_d)^2}=t_ct_d .
\label{eq:cross}
\end{equation}
The computed crossing has $s=1.082$ eV and $u=0.221$ eV. The left side is then $1.171+0.049-0.020=1.200\ \mathrm{eV}^2$, equal to $3.0\times0.4$. Since $2M^2-m^2-q=2.87\ \mathrm{eV}^2$ is positive, squaring has introduced no false root.

The repulsion there is 0.605 eV, and a scan over height puts the top of the barrier at 0.604 eV, so the barrier is the repulsion accumulated before bonding can begin. At 300 K its Boltzmann factor is $7\times10^{-11}$. If $u$ and the misalignment are neglected, the barrier becomes $2k\,t_ct_d=0.53$ eV. It vanishes with $t_d$: a weak dimer $\pi$ bond makes even the forbidden path cheaper.

\section{The buckling contribution: same path, mirror removed}

Now keep $x=0$ and set $D>0$. For a closed result take $u=0$. If $(a,b,c_1,c_2)$ are the amplitudes of a state of energy $\varepsilon$, substitution in the four eigenvalue equations shows that $(b,-a,c_2,-c_1)$ is a state of energy $-\varepsilon$. The levels are therefore $\pm E_1,\pm E_2$ with $E_1\ge E_2\ge0$. Half the trace of $H^2$ gives
\begin{equation}
E_1^2+E_2^2=A=\frac{D^2}{4}+t_d^2+t_c^2+2s^2 .
\end{equation}
The determinant gives the product. Its hopping part contains two pairings and the four-membered ring, $t_d^2t_c^2+s^4-2t_dt_cs^2$. The two Si energies multiply the ethylene block, $(-D^2/4)(-t_c^2)$. Terms with one orbital energy need a closed triangle of hoppings, and none exists at $u=0$. Hence
\begin{equation}
E_1E_2=B=\sqrt{(t_ct_d-s^2)^2+D^2t_c^2/4}.
\end{equation}
From $(E_1\pm E_2)^2=A\pm2B$ follow the electronic energy and the gap between filled and empty levels:
\begin{equation}
-2(E_1+E_2)=-2\sqrt{A+2B},\qquad
2E_2=\sqrt{A+2B}-\sqrt{A-2B}.
\end{equation}
For $D>0$, $B$ cannot vanish and the gap stays open. For $D\to0$ and $s^2<t_ct_d$, $A+2B=(t_c+t_d)^2$, which recovers the constant energy of the flat dimer.

At the former crossing, $s^2=t_ct_d$, one has $A=11.72$ and $B=1.20\ \mathrm{eV}^2$. The gap is $3.758-3.053=0.705$ eV, and the full model with $u$ gives a smallest value of 0.703 eV. The electronic energy is $-7.515$ eV, against $-2(3.0+0.566)=-7.131$ eV for the separated partners. Buckling thus supplies 0.384 eV of bonding where the flat dimer had none. The computed central barrier falls from 0.604 to 0.220 eV. Buckling alone removes the crossing and most of this barrier, but not all of it.

\section{The contribution of the place of approach}

At large height the couplings are small and second-order perturbation theory applies. With $g=\sqrt{D^2/4+t_d^2}$, the dimer orbitals are
\begin{align}
\phi_-&=\cos\theta\,a+\sin\theta\,b &&\text{(filled, energy }-g),\\
\phi_+&=-\sin\theta\,a+\cos\theta\,b &&\text{(empty, energy }+g),
\end{align}
where $\cos2\theta=D/2g$ and $\sin2\theta=t_d/g$. Mixing among filled levels leaves their sum unchanged, so only filled--empty pairs count. For a simple estimate only the strongest Si--C couplings at each place are kept, with one common value $w$. The weaker couplings to the other Si atom reduce the contrast between the places, most of all at large height, so the limits on $k$ found below are only a guide to the full model. The two pairs, $\pi\to\phi_+$ and $\phi_-\to\pi^*$, both have energy denominator $t_c+g$.

\emph{Over the lower atom}, $b$ couples with strength $w$ to both carbons. The contributions to $\pi^*$ cancel, while $\langle\phi_+|H|\pi\rangle=-\sqrt2\,w\cos\theta$. Two electrons gain
\begin{equation}
\Delta E_{\rm lower}=-\frac{4w^2\cos^2\theta}{t_c+g}=-\frac{2w^2(1+D/2g)}{t_c+g}.
\end{equation}
\emph{Over the upper atom}, $\sin\theta$ replaces $\cos\theta$, and the sign before $D/2g$ changes. \emph{At the centre}, both matrix elements have magnitude $w(\cos\theta-\sin\theta)/\sqrt2$, so that
\begin{equation}
\Delta E_{\rm centre}=-\frac{2w^2(\cos\theta-\sin\theta)^2}{t_c+g}=-\frac{2w^2(1-t_d/g)}{t_c+g}.
\end{equation}
Two coupled pairs cost a repulsion $2kw^2$, if the misalignment is neglected. In units of $w^2$, with $g=0.566$ eV, the attractions to be set against $2k=0.440\ \mathrm{eV}^{-1}$ are:

\begin{center}
\begin{tabular}{lcc}
place & flat ($\mathrm{eV}^{-1}$) & buckled ($\mathrm{eV}^{-1}$)\\
centre & 0 & 0.164\\
upper atom & 0.588 & 0.164\\
lower atom & 0.588 & 0.958
\end{tabular}
\end{center}

The flat values follow from $D=0$, $g=t_d$: $2/(t_c+t_d)=0.588\ \mathrm{eV}^{-1}$ over either atom. The two equal buckled entries are an accident of choosing $D/2=t_d$.

In this estimate asymmetric approach attracts even at a flat dimer, but with little margin: it needs $k<1/(t_c+t_d)=0.29\ \mathrm{eV}^{-1}$. Buckling raises this limit to $0.48\ \mathrm{eV}^{-1}$ over the lower atom, because filled $\pi$ charge meets a largely empty orbital. Over the upper atom it meets a largely filled one. There the computed energy never falls below that of the separated partners between 0.15 and 0.60 nm, whereas over the lower atom it reaches $-0.56$ eV. Over either atom of a flat dimer, a straight descent in the full model first climbs 0.04 eV; a route that comes in from farther outside avoids this.

\section{Where the crossing goes}

Two levels of a real Hamiltonian coincide when their energies agree and their mixing vanishes. On the mirror line parity removes the mixing, so one condition remains and varying the height meets it. In the plane $(x,z)$ without the mirror both conditions must be met, which in general happens at isolated points.

Buckling moves this point; it does not destroy it. The computed degeneracy shifts from $x=0$ to $x=-0.015$ nm at $D=0.1$ eV and to $-0.076$ nm at $D=0.8$ eV, toward the upper atom. The attractive approach lies on the other side. A low-energy route found on the grid runs as follows:

\begin{center}
\begin{tabular}{cccc}
$x$ (nm) & $z$ (nm) & $E$ (eV) & gap (eV)\\
0.155 & 0.275 & $-0.08$ & 1.19\\
0.150 & 0.205 & $-0.62$ & 1.91\\
0.080 & 0.200 & $-0.51$ & 2.02\\
0.045 & 0.190 & $-0.91$ & 2.60\\
0.005 & 0.180 & $-1.44$ & 4.27
\end{tabular}
\end{center}

This is the correlation diagram of the asymmetric approach in its essential part. The levels carry no parity, the two filled levels of the reactants connect to the two filled levels of the adduct, and the gap never falls below the 1.13 eV of the separated partners. Ethylene first forms a three-centre complex, slightly outside the lower atom, and then swings over the dimer.

\section{Weighing the contributions}

The highest energies above the separated partners are:

\begin{center}
\begin{tabular}{lcc}
 & central path & free route\\
flat dimer & 0.604 eV & 0.000 eV\\
buckled dimer & 0.220 eV & 0.000 eV
\end{tabular}
\end{center}

In this model freedom of approach is the larger effect: at the chosen $k$ it removes the entrance barrier even for a flat dimer, by going round the degeneracy. Buckling lowers the central barrier by 0.384 eV, selects the lower atom and strengthens the first attraction. Zero does not mean downhill throughout. The largest climb along the buckled route is 0.13 eV, out of the complex; measured from the bottom of the complex, at $-0.64$ eV, the lowest pass is about 0.14 eV high. A molecule trapped there needs about 0.6 eV to leave, so at 300 K ($kT=0.026$ eV) addition is strongly favoured over desorption unless the prefactors differ enormously.

The neglected effects change these weights unevenly.
\begin{itemize}
\item \emph{Electron correlation.} An on-site repulsion of 1 eV on Si, treated by exact diagonalization, lowers the flat crossing by 0.26 eV relative to the reactants, to about 0.35 eV. It raises the buckled central top by 0.02 eV if the repulsion is measured from the mean-field density at each height, and by 0.04 eV if it is measured from the density of the separated partners. Much of the flat barrier thus belongs to the single-configuration picture, and with correlation buckling lowers the central barrier by only about 0.1 eV. The buckled free route stays without a barrier in both treatments. The flat free route does so only with the local density; with the density of the separated partners it rises to about 0.14 eV.
\item \emph{Repulsion.} With $k=0.28\ \mathrm{eV}^{-1}$ the highest energies on the central path become 0.77 eV (flat) and 0.40 eV (buckled), and on the free route 0.31 eV (flat) and 0.08 eV (buckled). The order survives, but neither free route is without a barrier any longer, and the buckled adduct is bound by only about 0.13 eV. The zeros in the table thus depend on the chosen repulsion.
\item \emph{Ethylene levels.} Shifting the carbon energy by $\pm0.5$ eV, or reducing $t_c$ to 2.5 eV, creates no entrance barrier. With the smaller $t_c$ the lowest pass out of the complex is about 0.11 eV high; the larger climb listed in the numerical output belongs to one route on a coarse grid and is not the height of this pass.
\item \emph{Dimer flipping.} With a rough barrier of 0.1 eV and $10^{13}$ attempts per second, a dimer flips 0.07 times while ethylene travels 0.1 nm, so it usually keeps its orientation during the flight. The estimate does not cover the longer time a trapped molecule spends in the complex, whose exit pass is higher than this flip barrier.
\end{itemize}

\section{The real surface}

Ethylene does chemisorb readily on Si(001) at room temperature, bridging a dimer with two $\sigma$ bonds, with a binding energy of very roughly 1.5 to 2 eV. The model adduct, at $-1.44$ eV, is near the lower end. The hoppings and the buckling are round values of plausible size; the complex, 0.6 eV deep, is probably too strongly bound. The real surface breaks the assumption of rigid partners: the C--C bond lengthens, the molecule can tilt and the dimer flattens. The electronic gain from buckling shows the last tendency. It is $2(g-t_d)=0.33$ eV in the free dimer but 0.05 eV in the adduct, so little remains to oppose the elastic preference for a flatter dimer. Neighbouring dimers, dispersion forces and stepwise diradical routes are also absent, so the small barriers above are not predictions for the surface.

The symmetry rule itself is not violated. It concerns a path that keeps the mirror plane, and the ethylene molecule is not bound to that path. Further values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
tc, td, buckling D: 3.0, 0.4, 0.8 eV; k = 0.22 1/eV
coupling 3.5 eV at 0.19 nm, decay length 0.05 nm
Si-Si 0.23 nm, C-C 0.14 nm; T = 300 K, kT = 0.0259 eV
isolated gap: flat 0.800 eV, buckled 1.131 eV
FLAT DIMER, CENTRAL APPROACH
filled parities before [1, 1], after [1, -1]
electronic energy before crossing -6.800 eV
crossing height 0.2429 nm, gap 2.8e-16 eV
there s = 1.082 eV, u = 0.221 eV
barrier 0.604 eV; repulsion at crossing 0.605 eV
Boltzmann factor of barrier 7.1e-11
flat levels z=0.600 nm: -3.000 -0.400 0.400 3.000 eV
flat levels z=0.243 nm: -3.540 0.140 0.140 3.260 eV
flat levels z=0.180 nm: -5.941 -1.722 2.541 5.122 eV
buckled levels z=0.600 nm: -3.000 -0.566 0.566 3.000 eV
buckled levels z=0.243 nm: -3.547 -0.212 0.495 3.263 eV
buckled levels z=0.180 nm: -5.952 -1.730 2.546 5.136 eV
BUCKLED DIMER
central: barrier 0.220 eV at 0.244 nm
central: smallest gap above 0.18 nm 0.703 eV
attraction/w^2 lower: 0.958, repulsion 0.440 1/eV
attraction/w^2 upper: 0.164, repulsion 0.440 1/eV
attraction/w^2 centre: 0.164, repulsion 0.440 1/eV
lowest energy over lower atom -0.562 eV at 0.202 nm
lowest energy over upper atom 0.000 eV at 0.600 nm
low-energy route: x (nm), z (nm), energy (eV), gap (eV)
  0.155  0.275  -0.083  1.187
  0.155  0.240  -0.283  1.362
  0.150  0.205  -0.623  1.907
  0.115  0.200  -0.558  2.396
  0.080  0.200  -0.506  2.018
  0.045  0.190  -0.909  2.600
  0.005  0.180  -1.437  4.267
route: highest -0.0000 eV, largest climb 0.131 eV
route: smallest gap 1.131 eV, adduct -1.437 eV
grid 0.010 to 0.005 nm: highest shifts 0.0000 eV, adduct -0.0004 eV
flat dimer, free route: highest 0.0000 eV, climb 0.143 eV
flat dimer, free route: smallest gap 0.763 eV, largest |x| 0.195 nm
degeneracy search D=0.1 eV: x=-0.0154, z=0.2422 nm, gap 2.2e-10 eV
degeneracy search D=0.8 eV: x=-0.0761, z=0.2244 nm, gap 3.7e-10 eV
NEGLECTED EFFECTS
correlation, U=1.0 eV on Si: flat crossing -0.257 eV
  buckled central top 0.021, route at smallest gap 0.000 eV
carbon level -0.5/+0.5 eV: route highest -0.000/-0.000 eV
tc=2.5 eV: route highest -0.000 eV, climb 0.225 eV
k=0.28 1/eV: route highest 0.084, adduct -0.121 eV
k=0.28 1/eV: flat central barrier 0.769 eV
buckling removed in adduct: electronic change 0.047 eV
thermal wavelength 0.0190 nm, flat barrier width 0.0269 nm
flip barrier 0.1 eV, attempts 1e+13 1/s (rough)
passage of 0.1 nm 0.335 ps, flips during passage 0.070
\end{verbatim}
